# Intrinsic anomalous Hall Lorenz ratio of a massive Dirac cone

## Problem

A two-dimensional Dirac cone has the Hamiltonian

$$H=\hbar v(k_x\sigma_x+k_y\sigma_y)+m\sigma_z ,\qquad m>0,$$

with gap $2m$, bands $\pm\varepsilon$ and $\varepsilon=\sqrt{(\hbar vk)^2+m^2}$. The chemical potential is at midgap, $\mu=0$, and the gap does not change with temperature. Carriers have charge $-e$. The Hall coefficients are defined by $j_x=\sigma_{xy}E_y$ at uniform temperature and $j^Q_x=-\kappa_{xy}\partial_yT$ at zero electric field.

1. Find the intrinsic $\sigma_{xy}$ and $\kappa_{xy}$, that is, the parts due to Berry curvature alone.
2. Find $L=\kappa_{xy}/(\sigma_{xy}T)$ relative to $L_0=\frac{\pi^2}{3}(k_B/e)^2$ as a function of $k_BT/2m$. What happens at low and at high temperature, and is the change monotonic?
3. Evaluate the result for a gap of 20 meV at 25 K.

## Hints

- A packet pushed by a slow potential $V(y)$ drifts sideways. In a strip this happens at the two walls, and the two wall currents cancel unless $\mu$ or $T$ differs between them.
- Everything depends on one function of energy: the Berry flux of all states below $E$.
- For monotonicity, read $L/L_0$ as $3/\pi^2$ times the mean of $x^2$, where $x=E/k_BT$, and ask how the weight changes with temperature.

## Solution

**Berry curvature.** Set $\hbar=v=1$ for now. For band $n$, with $l$ the other band,

$$\Omega_n=-2\,\mathrm{Im}\frac{\langle n|\sigma_x|l\rangle\langle l|\sigma_y|n\rangle}{(\varepsilon_n-\varepsilon_l)^2}.$$

By completeness the numerator is $\langle\sigma_x\sigma_y\rangle_n-\langle\sigma_x\rangle_n\langle\sigma_y\rangle_n$. Its imaginary part is $\langle\sigma_z\rangle_n=\pm m/\varepsilon$, because $\sigma_x\sigma_y=i\sigma_z$. The denominator is $4\varepsilon^2$, so

$$\Omega_\pm=\mp\frac{m}{2\varepsilon^3}.$$

**Sideways drift.** Between bands, the position $y$ acts as $i\partial_{k_y}$, and $\langle l|\partial_{k_y}n\rangle=\langle l|\sigma_y|n\rangle/(\varepsilon_n-\varepsilon_l)$. The perturbation $V'y$ mixes the bands to first order and changes the velocity $\langle\sigma_x\rangle$ by

$$\delta\dot x=2V'\,\mathrm{Re}\,\frac{i\langle n|\sigma_x|l\rangle\langle l|\sigma_y|n\rangle}{(\varepsilon_n-\varepsilon_l)^2}=V'\Omega_n .$$

The energy current needs one more argument. A packet narrow in $k$, with conserved total energy $E=\varepsilon_n+V$, has energy dipole $E\mathbf r_c$, where $\mathbf r_c$ is its centre. The space integral of its energy current is the rate of change of this dipole, $E\dot{\mathbf r}_c$. The packet also circulates about its centre. Summed over packets, this circulation adds a current of the form $\partial_y(\dots)$, which integrates to zero across a strip with empty space on both sides.

This picture was tested by diagonalizing a Dirac strip with $m=1$, $\mu=0.5$ and $V=0.3\cos qy$, and taking the change of current between $k_BT=0.3$ and $0.4$. Through half a period the circulation does not cancel, so it was included. At $q=0.1$ the predicted number and heat currents were off by 0.15% and 0.45% of the drift part. Going from $q=0.2$ to $0.1$ reduced the errors by factors of 4.00 and 4.05, as expected for a neglected term of order $q^2$. The test sees only the sum of drift and circulation. To first order in $V$ this sum is $V'[w(-m)-w(m)]/4\pi$, with $w=f$ for number and $w=(E-\mu)f$ for heat, because the contributions from inside the bands cancel between the two parts. That transport keeps the drift alone rests on the argument above, not on this test.

**Wall currents.** At the upper wall $V$ rises from zero to above all occupied levels. (The lower band is cut off at a large depth, which is sent to infinity at the end.) With $dE=V'dy$, the number current along this wall is

$$I=\sum_n\int\!\frac{d^2k}{(2\pi)^2}\,\Omega_n\int_{\varepsilon_n}^{\infty}\!f(E)\,dE=\int\! dE\,f(E)\,\Phi(E),\qquad \Phi(E)=\sum_n\int_{\varepsilon_n<E}\frac{d^2k}{(2\pi)^2}\,\Omega_n .$$

The heat current carries an extra factor $E-\mu$. At the lower wall $V'$ has the opposite sign, so a net current needs a difference $\delta\mu$ or $\delta T$ between the walls. Since $\partial f/\partial\mu=-f'$ and $\partial f/\partial T=\frac{E-\mu}{T}(-f')$,

$$I_{\rm net}=\frac{\delta\mu}{\hbar}\int(-f')\,\Phi\,dE,\qquad I^Q_{\rm net}=\frac{\delta T}{\hbar T}\int(E-\mu)^2(-f')\,\Phi\,dE .$$

The force on an electron is $-\partial_y\mu=-eE_y$, and the charge current is $-eI_{\rm net}$ per width. Hence

$$\sigma_{xy}=-\frac{e^2}{\hbar}\int(-f')\,\Phi\,dE,\qquad \kappa_{xy}=-\frac{1}{\hbar T}\int(E-\mu)^2(-f')\,\Phi\,dE .$$

Both carry the same sign, so $L$ is positive. At $\mu=0$ the thermoelectric integral, with one power of $E$, vanishes because $\Phi$ is even, as shown next.

**The flux.** Using $k\,dk=\varepsilon\,d\varepsilon$, the full lower band gives

$$\Phi=\frac{1}{2\pi}\int_m^\infty \varepsilon\,d\varepsilon\,\frac{m}{2\varepsilon^3}=\frac1{4\pi}.$$

For $E>m$ the occupied part of the upper band subtracts $\frac1{4\pi}(1-m/E)$. For $E<-m$ only lower-band states with $\varepsilon>|E|$ count, which leaves $\frac{1}{4\pi}\,m/|E|$. Altogether

$$4\pi\Phi(E)=s(E)=\min\!\left(1,\frac{m}{|E|}\right).$$

The gap value is $|\sigma_{xy}|=\sigma_0=e^2/4\pi\hbar=e^2/2h$.

**Thermal integrals.** Let $x=E/k_BT$, $a=m/k_BT$, $f=1/(e^x+1)$ and $g=-df/dx$, and define $S=|\sigma_{xy}|/\sigma_0$ and $K=|\kappa_{xy}|/(L_0T\sigma_0)$. Since $g$ is the derivative of $\frac12\tanh\frac x2$ and $s=a/x$ beyond $x=a$, integration by parts gives

$$S=2\int_0^\infty g\,s\,dx=a\int_a^\infty\frac{\tanh(x/2)}{x^2}\,dx .$$

For the heat,

$$K=\frac{3}{\pi^2}\left[2\int_0^a x^2g\,dx+2a\int_a^\infty xg\,dx\right].$$

Write $\ell=\ln(1+e^{-a})$. By parts, the first integral is $-a^2f(a)+2\int_0^a xf\,dx$ and the second is $af(a)+\ell$. The terms in $f(a)$ cancel, and the bracket becomes $4\int_0^a xf\,dx+2a\ell$. With $\int_0^\infty xf\,dx=\pi^2/12$ and $\int_a^\infty xf\,dx=a\ell-\mathrm{Li}_2(-e^{-a})$,

$$K=1-\frac6{\pi^2}\left[a\ell-2\,\mathrm{Li}_2(-e^{-a})\right],\qquad \frac{L}{L_0}=\frac KS .$$

The velocity has dropped out, and only $k_BT/2m=1/(2a)$ remains.

**Monotonicity.** The ratio equals $\frac{3}{\pi^2}\langle x^2\rangle$, averaged with weight $g(x)\min(1,a/|x|)$. Heating lowers $a$ to some $a'$, which multiplies the weight by a factor $r(x)$: it is 1 for $|x|<a'$, then $a'/|x|$, then the constant $a'/a$ beyond $a$. So $r$ never increases with $|x|$. The new mean minus the old one is $\langle x^2r\rangle/\langle r\rangle-\langle x^2\rangle$, which has the sign of

$$\langle x^2r\rangle-\langle x^2\rangle\langle r\rangle=\tfrac12\big\langle(x^2-y^2)(r(x)-r(y))\big\rangle<0,$$

with $x$ and $y$ drawn independently. In this model $L$ therefore falls at every temperature above zero.

**Low temperature.** For large $a$, $\ell\approx e^{-a}$, $\mathrm{Li}_2(-e^{-a})\approx-e^{-a}$ and $1-\tanh\frac x2\approx2e^{-x}$. Then

$$1-K\approx\frac6{\pi^2}(a+2)e^{-a},\qquad 1-S\approx2a\int_a^\infty\frac{e^{-x}}{x^2}dx\approx\frac{2e^{-a}}{a}.$$

Thus $L\to L_0$ with an exponentially small deficit. The heat loses more than the charge, by a factor approaching $3a^2/\pi^2$: the weight $x^2$ makes heat transport sample the band edges first.

**High temperature.** For small $a$, the part of $S$ inside the gap is $2a\,g(0)=a/2$. Outside,

$$\int_a^\infty \frac gx\,dx\approx\tfrac14\ln\frac1a+C,\qquad C=-\int_0^\infty g'\ln x\,dx .$$

To find $C$, note that $-\int_0^\infty x^zg'dx=\frac14+Cz+\dots$. The same integral is $z\int_0^\infty x^{z-1}g\,dx$. With $g=\sum_{n\ge1}(-1)^{n+1}ne^{-nx}$ this equals $\Gamma(1+z)\,\eta(z-1)$, continued to $z=0$, where $\eta(u)=(1-2^{1-u})\zeta(u)$. Comparing the terms linear in $z$,

$$C=\eta'(-1)-\frac\gamma4=-\frac{\ln2}3-3\zeta'(-1)-\frac\gamma4=0.12091,$$

with $\gamma$ Euler's constant. For the heat, $K\approx\frac{3}{\pi^2}\,2a\int_0^\infty xg\,dx=\frac{6\ln2}{\pi^2}a$. Therefore

$$\frac L{L_0}\approx\frac{12\ln2/\pi^2}{\ln(1/a)+1+4C}.$$

Both $S$ and $K$ vanish, but $S$ keeps an extra logarithm from carriers between the band edge and $k_BT$, so $L/L_0$ falls to zero, though only logarithmically. The coefficient $\kappa_{xy}$ itself does not vanish: its unit $L_0T\sigma_0$ grows with $T$, and $|\kappa_{xy}|$ tends to the constant $k_Bm\ln2/h$, while $\sigma_{xy}$ goes to zero. At $k_BT/2m=5$ this formula gives 0.2226, against 0.2224 from the full expression.

**Numbers.**

| $k_BT/2m$ | $S$ | $K$ | $L/L_0$ |
|---|---|---|---|
| 0.05 | 1.0000 | 0.9997 | 0.9997 |
| 0.10 | 0.9980 | 0.9714 | 0.9733 |
| 0.20 | 0.9623 | 0.7823 | 0.8129 |
| 0.50 | 0.7617 | 0.3978 | 0.5223 |
| 2.00 | 0.3591 | 0.1050 | 0.2923 |

The ratio is down by 1% at $k_BT/2m=0.081$, by 10% at 0.149 and by half at 0.546. The band edge lies at $k_BT/2m=0.5$, so the fall is well under way before $k_BT$ itself reaches it: the thermal tail gets there first.

For a 20 meV gap at 25 K, $k_BT=2.154$ meV and $a=10/2.154=4.642$. Then $S=1-0.00300$ and $K=1-0.03877$, which gives

- $|\sigma_{xy}|=19.370\times0.9970=19.31\ \mu$S,
- $|\kappa_{xy}|=11.830\times0.9612=11.37$ pW/K,
- $L/L_0=0.9612/0.9970=0.964$, or $L=2.36\times10^{-8}$ W Ω/K².

**Beside a real film.** These parameters roughly describe one surface of a magnetic topological insulator film. Two surfaces with equal gaps, both with $\mu$ at midgap, and Hall contributions of the same sign double both coefficients and leave $L$ unchanged. A temperature of 25 K is high for such films, whose magnetic order typically disappears at some tens of kelvin or below, so the assumption of a fixed gap is doubtful. For this gap $k_BT/2m=0.5$ is 116 K and $k_BT/2m=5$ is 1160 K, so the high-temperature part of the curve lies outside such films. Measured films show a nearly quantized Hall conductivity only at a few kelvin or below, which the clean cone with $S=0.997$ at 25 K does not describe. Halving the gap at the same temperature lowers $L/L_0$ from 0.964 to 0.788. Keeping the gap and moving $\mu$ by 5 meV gives 0.928 at zero electric field. Measurement is also hard: a 10 nm film with a rough lattice conductivity of 1 W/(m K) has a sheet heat conductance of 10000 pW/K, and $\kappa_{xy}$ is about $10^{-3}$ of that. This counts the film alone; a substrate adds a further parallel path for heat.

## Variation 1: flux from the rest of the bands

*Add a constant half quantum, $\sigma_0$, from states far from the gap.*

A constant flux obeys the Wiedemann–Franz law by itself, since $\int g\,dx=1$ and $\int x^2g\,dx=\pi^2/3$. For equal signs,

$$\frac L{L_0}=\frac{1+K}{1+S}.$$

This is 0.982 in the example. It reaches a minimum of 0.778 near $k_BT/2m=0.8$ and then rises, to 0.876 at $k_BT/2m=5$ and towards 1 beyond, because $K$ and $S$ both vanish. The fall is therefore no longer monotonic. The return towards 1 lasts only while those states lie far beyond $k_BT$. If they come from a second cone of half-gap $50m$, the ratio is 0.85 at $k_BT/2m=5$ and 0.37 at 50; for half-gap $15m$ it is already 0.76 at 2 and 0.57 at 5.

For opposite signs the gap value cancels and $L/L_0=(1-K)/(1-S)$, whose leading growth on cooling is $3a^2/\pi^2$. In the example it is $3.877/0.300\approx13$, about twice the leading term, because the relative correction, roughly $4/a$, is still large there. With $\mu$ in the gap, the low-temperature limit $L_0$ thus requires a nonzero Hall conductivity in the gap. With $\mu$ inside a band, where the flux at $\mu$ is nonzero, $L\to L_0$ again.

## Variation 2: disorder in the ladder approximation

*Add weak scalar white-noise disorder of strength $u$ and sum the ladder diagrams. Does $L$ still fall?*

Take $\hbar=v=1$, $E>m$ and $q^2=E^2-m^2$. The Born self-energy is $-i\gamma_d(E+m\sigma_z)$ with $\gamma_d=u/4$; its real part is absorbed in $E$ and $m$. So

$$G^R=\frac{p+r\sigma_z+\mathbf k\cdot\boldsymbol\sigma}{p^2-r^2-k^2},\qquad p=E(1+i\gamma_d),\quad r=m(1-i\gamma_d).$$

In $\int\frac{d^2k}{(2\pi)^2}G^R\sigma_xG^A$ the terms containing $\mathbf k\cdot\boldsymbol\sigma$ average to zero over angle. The rest is

$$(p+r\sigma_z)\sigma_x(p^*+r^*\sigma_z)\approx q^2\sigma_x+4\gamma_dEm\,\sigma_y ,$$

and the denominator integrates to $1/[8\gamma_d(E^2+m^2)]$. By rotation symmetry this map acts on $(\sigma_x,\sigma_y)$ as multiplication by

$$z=\frac{q^2+4i\gamma_dEm}{8\gamma_d(E^2+m^2)} .$$

With $D=q^2+4m^2$, the ladder sum is

$$\frac{z}{1-4\gamma_dz}=\frac1{4\gamma_d}\,\frac{q^2+4i\gamma_dEm}{D-4i\gamma_dEm}.$$

Its imaginary part tends to $Em(D+q^2)/D^2$ for weak disorder. Four times this is $s$: the same rule applied to a single bubble with purely scalar broadening returns the clean value $m/E$, which fixes sign and normalization. Hence

$$s_{\rm ladder}=\frac{8mE(q^2+2m^2)}{(q^2+4m^2)^2}.$$

Just above the edge, at $E=m(1+\delta)$, this is $1+\delta$ to first order, so it rises where the clean flux falls. $L/L_0$ then first exceeds 1: it is 1.043 in the example and 1.27 at $k_BT/2m=0.3$, before falling to 0.41 at 5.

This is not a complete weak-disorder result. Crossed diagrams cost one factor of $\gamma_d$ relative to the longitudinal conductivity, which scales as $1/\gamma_d$. They can therefore enter at order $\gamma_d^0$, the order of the Hall response itself, and the ladder leaves them out. The values labelled as disorder in the numerical output carry this restriction. They show that the ladder terms by themselves reverse the initial trend. The published result that includes the crossed diagrams (Ado, Dmitriev, Ostrovsky and Titov, 2015; quoted, not derived here) is $s=16m^3E/(E^2+3m^2)^2$. It is flat at the band edge and then falls, giving $L/L_0=0.987$ in the example and 0.73 at $k_BT/2m=0.3$, so with it the trend is not reversed. The monotonic fall has been proved only for the intrinsic contribution at $\mu=0$. With $\mu$ inside a band even the intrinsic ratio can rise above 1, to about 1.04 for $\mu=1.5m$.

## Computed results

```
Universal curve, all columns dimensionless
kT/gap  sigma/sigma0  kappa/kappa0  L/L0    L/L0 with disorder
 0.02   1.00000       1.00000       1.00000 1.00000
 0.05   0.99999       0.99967       0.99968 1.00036
 0.10   0.99801       0.97141       0.97334 1.03170
 0.15   0.98611       0.88598       0.89846 1.11892
 0.20   0.96229       0.78228       0.81293 1.20280
 0.30   0.89581       0.60508       0.67546 1.26722
 0.50   0.76168       0.39781       0.52229 1.17181
 1.00   0.54677       0.20758       0.37965 0.87899
 2.00   0.35907       0.10495       0.29229 0.61999
 5.00   0.18933       0.04211       0.22243 0.40612
kT/gap where L/L0 has fallen by 1%: 0.0813
kT/gap where L/L0 has fallen by 10%: 0.1491
kT/gap where L/L0 has fallen by 50%: 0.5463
High-T constant C: 0.12091
High-T formula for L/L0 at kT/gap = 5: 0.22259
Example: gap 20 meV (rough), T 25 K
kT: 2.1543 meV;  kT/gap: 0.1077;  a: 4.6418
sigma0 = e^2/2h: 19.3702 uS
|sigma_xy|: 19.3121 uS
kappa0 = L0 T sigma0: 11.8304 pW/K
|kappa_xy|: 11.3718 pW/K
L0: 2.44300e-08 W Ohm/K^2
L: 2.35536e-08 W Ohm/K^2
L/L0: 0.96413
Loss of sigma: 0.300 %
Loss of kappa: 3.877 %
Neglected effects at the example's gap and temperature
L/L0, mu 5 meV off midgap: 0.92805
  same, open circuit with sigma_xx = 0: 0.92697
L/L0, gap halved to 10 meV: 0.78821
L/L0, constant half quantum added: 0.98209
  same at kT/gap = 5: 0.87622
L/L0, weak scalar disorder: 1.04275
Lattice: film 10 nm, 1 W/(m K), rough
Lattice sheet heat conductance: 10000 pW/K
Thermal Hall ratio kappa_xy/lattice: 1.14e-03
Checks (dimensionless)
Strip error/drift, number and heat: 1.5e-03, 4.5e-03
Error ratio on halving q: 4.00, 4.05
Largest error against Berry-curvature sums: 1.4e-07
Largest relative error of disorder formula: 3.2e-04
```
